# Steady Step Densities in One-Dimensional Polynuclear Growth

## Problem

A crystal surface is described by a height \(h(x,t)\) above a line. The height takes whole-number values, counted in layers, and changes by one layer at each step. The surface grows by three rules.

- **Nucleation.** Islands one layer high appear at random, independent points and times, on any terrace. The mean number of nucleations per unit length and unit time is \(\Gamma\). A new island has zero width. Its left edge is a left-moving step and its right edge is a right-moving step.
- **Motion.** Every step moves at the same constant speed \(v\), in the direction that widens the upper layer.
- **Annihilation.** When a right-moving step meets a left-moving step, the gap between two islands closes and both steps disappear.

Let \(\rho_R\) and \(\rho_L\) be the mean numbers of right-moving and left-moving steps per unit length. The surface has no mean tilt. Take \(\Gamma=0.02\) and \(v=1\) in the model's units of length and time.

1. Find the steady densities, assuming that the positions of opposite steps are independent.
2. Show that the steady state really has this independence.
3. Find the correction for a ring of finite length \(L\), and show that it vanishes for a long line.
4. Find the growth rate in layers per unit time.
5. Find how the densities change if the surface is tilted.

## Solution

### 1. Balance of births and deaths

One nucleation adds one step of each sign, so it raises both densities at the rate \(\Gamma\). The rate counts nucleation events; the number of steps created is twice as large.

For the losses, follow one right-moving step. In its frame, the left-moving steps approach at speed

\[
v-(-v)=2v .
\]

During a short time \(dt\) it meets a left-moving step if one lies within the distance \(2v\,dt\) ahead. If the opposite steps are placed independently of it, the probability of this is \(2v\rho_L\,dt\). There are \(\rho_R\) right-moving steps per unit length, so the number of meetings per unit length and time is \(2v\rho_R\rho_L\). Each meeting removes one step of each sign. Hence

\[
\frac{d\rho_R}{dt}=\frac{d\rho_L}{dt}=\Gamma-2v\rho_R\rho_L .
\]

Steps of equal sign move at equal speed and never meet, so there is no further loss term.

The right-moving steps lead down to the right and the left-moving steps lead up to the right. The mean slope is therefore \(\rho_L-\rho_R\), in layers per unit length. Zero tilt means \(\rho_R=\rho_L=\rho\). In a steady state the time derivative vanishes:

\[
0=\Gamma-2v\rho^2
\quad\Longrightarrow\quad
\rho^2=\frac{\Gamma}{2v}
\quad\Longrightarrow\quad
\rho=\sqrt{\frac{\Gamma}{2v}} .
\]

The positive root is taken because a density cannot be negative. With the given numbers,

\[
\rho^2=\frac{0.02}{2\times 1}=0.01,
\qquad
\rho_R=\rho_L=0.1\ \text{per unit length}.
\]

The total step density is \(0.2\), and the mean distance between neighbouring steps of the same sign is \(1/\rho=10\).

The dimensions agree: \(\Gamma\) is an inverse length times an inverse time, and \(v\) is a length divided by a time, so \(\Gamma/v\) is an inverse length squared. If \(\Gamma\) and \(v\) are multiplied by the same factor, the density stays the same and only the time scale changes. At fixed \(v\), a fourfold nucleation rate doubles the density.

### 2. Why the independence holds

The assumption of independence needs a proof, because steps are born in pairs and removed in pairs. Consider a ring of length \(L\) with zero tilt. It carries \(n\) steps of each sign, where \(n\) varies in time. Let the right-moving steps be at \(r_1,\ldots,r_n\) and the left-moving steps at \(l_1,\ldots,l_n\). Define \(w_n\) so that

\[
w_n(r_1,\ldots,r_n;l_1,\ldots,l_n)\,dr_1\cdots dr_n\,dl_1\cdots dl_n
\]

is the probability of finding one step of the right kind in each of these small intervals and no other steps. The steps carry no labels.

**Events that change \(n\).** A state with \(n\) pairs is left through nucleation at the total rate \(\Gamma L\). It is reached from a state with \(n+1\) pairs when one pair annihilates. To see how often, describe a right-moving step at \(r\) and a left-moving step at \(l>r\) by their midpoint \(X\) and gap \(g\):

\[
r=X-\frac g2,\qquad l=X+\frac g2,
\qquad
\left|\frac{\partial(r,l)}{\partial(X,g)}\right|
=\left|1\cdot\frac12-\left(-\frac12\right)\cdot 1\right|=1 .
\]

Thus \(dr\,dl=dX\,dg\). The pair annihilates within \(dt\) if \(0<g<2v\,dt\), which supplies \(2v\,w_{n+1}\,dX\,dt\). Away from coincidences of opposite steps, the evolution equation is

\[
\frac{\partial w_n}{\partial t}
=-v\sum_i\frac{\partial w_n}{\partial r_i}
+v\sum_i\frac{\partial w_n}{\partial l_i}
-\Gamma L\,w_n
+2v\int_0^L w_{n+1}\big|_{r=X^-,\,l=X^+}\,dX .
\]

The first two terms describe the motion to the right and to the left. The notation \(X^-\), \(X^+\) means just left and just right of \(X\).

**Newborn pairs.** After a nucleation at \(X\), the left-moving step is just to the left of the right-moving one, and they separate at speed \(2v\). Nucleations in \(dX\) during \(dt\) carry the probability \(\Gamma w_n\,dX\,dt\). At the end of \(dt\) these pairs fill the separations from \(0\) to \(2v\,dt\), where the probability is \(2v\,w_{n+1}\,dX\,dt\). The two must be equal:

\[
2v\,w_{n+1}\big|_{l=X^-,\,r=X^+}=\Gamma\,w_n .
\]

**Trial solution.** Independence suggests a factor \(\rho\) for each step, whatever its position:

\[
w_n=C\rho^{2n},
\]

where \(C\) normalizes the total probability. All derivatives with respect to position vanish. The evolution equation becomes

\[
\frac{\partial w_n}{\partial t}
=-\Gamma L\,C\rho^{2n}+2vL\,C\rho^{2n+2}
=L\,C\rho^{2n}\left(2v\rho^2-\Gamma\right).
\]

This is zero if \(2v\rho^2=\Gamma\). The condition for newborn pairs reads \(2v\,C\rho^{2n+2}=\Gamma C\rho^{2n}\), which is again \(2v\rho^2=\Gamma\). One choice of \(\rho\) satisfies both requirements for every \(n\), so the trial solution is a steady state. For given \(n\), all steps are placed independently and uniformly on the ring.

**No other steady state.** Suppose that no nucleation occurs during a time \(L/(2v)\). Any right-moving and left-moving step that both survived would have closed a distance \(L\), and so would have met. Hence survivors of both signs are impossible. With equal numbers of the two signs, the ring is then flat. In 500 random starting arrangements on a ring of length 100, the longest emptying time was \(49.99\), within the bound \(100/(2\times1)=50\).

The probability of such a quiet interval is \(e^{-\Gamma L^2/(2v)}\). It may be tiny, but it is positive, so a quiet interval eventually occurs. Now let two rings with different starting states receive the same nucleations at the same places and times. After the first quiet interval both are flat, and from then on they carry the same steps; their heights can differ only by a constant number of layers. The starting arrangement of the steps is forgotten, and their steady state is unique.

This proof concerns the steady state. It does not show that opposite steps are independent during the approach from a flat surface, so the rate equation of part 1 remains a mean-field approximation there, and not a close one. From a flat start it gives the density \(\rho\tanh(2v\rho t)\), which is \(0.096\) at \(t=10\) and \(0.100\) at \(t=40\), whereas the growth rules on a long line give about \(0.086\) and \(0.095\) at these times. The true approach to the steady density is much slower than the rate equation suggests.

### 3. Finite rings and the long line

To find the probability \(p_n\) of having \(n\) pairs, integrate \(w_n\) over all positions. Each of the \(2n\) integrals gives \(L\). Permuting the right-moving steps among themselves, or the left-moving steps, gives the same state, so divide by \((n!)^2\):

\[
p_n=C\,\frac{(\rho L)^{2n}}{(n!)^2}
=C\,\frac{z^{2n}}{(n!)^2},
\qquad z=\rho L .
\]

The mean square follows by cancelling \(n^2\) against the factorials and shifting the summation index:

\[
\langle n^2\rangle
=C\sum_{n\ge1}\frac{z^{2n}}{[(n-1)!]^2}
=z^2\,C\sum_{j\ge0}\frac{z^{2j}}{(j!)^2}
=z^2 .
\]

This is the birth-death balance on the ring: the annihilation rate \(2v\langle n^2\rangle/L\) equals \(2v\rho^2L=\Gamma L\). It fixes the mean square of \(n\), not the mean. Since

\[
\langle n\rangle^2=\langle n^2\rangle-\mathrm{var}(n)=z^2-\mathrm{var}(n),
\]

fluctuations in the number of pairs make the mean density on a ring smaller than \(\rho\).

The mean can be written with the modified Bessel functions

\[
I_k(2z)=\sum_{j\ge0}\frac{z^{2j+k}}{j!\,(j+k)!}.
\]

Normalization gives \(C=1/I_0(2z)\). Cancelling one factor \(n\) and setting \(n=j+1\) gives

\[
\langle n\rangle
=C\sum_{n\ge1}\frac{z^{2n}}{n!\,(n-1)!}
=C\,z\sum_{j\ge0}\frac{z^{2j+1}}{(j+1)!\,j!}
=z\,\frac{I_1(2z)}{I_0(2z)} .
\]

Therefore the density of each sign on the ring is

\[
\rho_{\rm ring}=\rho\,\frac{I_1(2\rho L)}{I_0(2\rho L)} .
\]

The long-line limit can be found without properties of Bessel functions. First, a variance is not negative, so \(\langle n\rangle\le z\). Second, the ratio \(p_n/p_{n-1}=z^2/n^2\) gives \(n\,p_n=z^2p_{n-1}/n\). Summing over \(n\ge1\),

\[
\langle n\rangle=z^2\left\langle\frac1{n+1}\right\rangle
\ge\frac{z^2}{\langle n\rangle+1} .
\]

The inequality holds because \(1/(n+1)\) is a convex function of \(n\), and the mean of a convex function is at least the function of the mean. Multiplying out and completing the square,

\[
\left(\langle n\rangle+\frac12\right)^2\ge z^2+\frac14
\quad\Longrightarrow\quad
\langle n\rangle\ge\sqrt{z^2+\frac14}-\frac12\ge z-\frac12 .
\]

After division by \(L\), the two bounds are

\[
\rho-\frac1{2L}\le\rho_{\rm ring}\le\rho .
\]

As \(L\to\infty\), the ring density tends to \(\rho=\sqrt{\Gamma/(2v)}\). The variance of \(n\) is at most \(z^2-(z-\tfrac12)^2<z\) for \(z\ge\tfrac12\), so the relative fluctuation of \(n\) also vanishes. In any fixed window of a very long ring, the two kinds of step are then independent random points, each with density \(\rho\).

**Numbers for two rings.** For \(L=100\), \(z=0.1\times100=10\), and the Bessel formula gives \(0.0975\), which is 2.5% below \(0.1\). A simulation that applies only the three growth rules gives \(0.0978\pm0.0003\), where the uncertainty is one standard error. For \(L=20\), \(z=2\), and the formula gives \(0.0864\), about 14% below the long-line value. The simulation gives \(0.0867\pm0.0004\).

The small ring also shows the distribution. With \(z^2=4\),

\[
\frac{p_1}{p_0}=\frac41=4,\qquad
\frac{p_2}{p_1}=\frac44=1,\qquad
\frac{p_3}{p_2}=\frac49 .
\]

Starting from \(p_0=0.0885\), this gives \(p_1=p_2=0.354\) and \(p_3=0.157\). The simulated values are \(0.089\), \(0.353\), \(0.350\) and \(0.160\) for \(n=0,1,2,3\). A ring of length 20 is thus flat for about 9% of the time.

Independence can be examined directly by counting opposite steps less than 2 length units apart. On the ring of length 100, the predicted pair density is \(\langle n^2\rangle/L^2=\rho^2=0.01\), both for approaching and for separating pairs. Both simulated values are \(0.0101\). The common birth of separating steps leaves no visible excess of close pairs.

### 4. Growth rate

During \(dt\), each step extends the upper layer by a length \(v\,dt\). This is true for both signs, since each step moves towards its lower side. Per unit length, the part of the surface raised by one layer is \(v(\rho_R+\rho_L)\,dt\). A newborn island has zero width and adds no height by itself. The mean growth rate is therefore

\[
V=v(\rho_R+\rho_L)=2v\rho
=2v\sqrt{\frac{\Gamma}{2v}}
=\sqrt{2\Gamma v} .
\]

With the given numbers,

\[
V=2\times1\times0.1=0.2\ \text{layers per unit time},
\]

so one layer takes 5 time units on average. Although the density falls when \(v\) is raised at fixed \(\Gamma\), the growth rate rises as \(\sqrt v\): there are fewer steps, but each sweeps the surface faster.

On the ring of length 100, the formula gives \(2\times1\times0.0975=0.195\). Counting the steps that pass a fixed point in the simulation gives \(0.196\) layers per unit time.

### 5. A tilted surface

Nucleation and annihilation change both densities by the same amount. The difference \(\delta=\rho_R-\rho_L\) is therefore conserved, and zero tilt is a condition on the starting surface. For a tilted ring, let there be \(n\) left-moving and \(n+m\) right-moving steps, with \(m\ge0\) fixed. The density \(w_n=C\rho^{2n}\) again satisfies both conditions of part 2, because each event still changes \(n\) by one. Integration over positions now gives

\[
p_n\propto\frac{z^{2n}}{n!\,(n+m)!},
\qquad
\frac{p_n}{p_{n-1}}=\frac{z^2}{n(n+m)} .
\]

Multiplying the ratio by its denominators and summing gives \(\langle n(n+m)\rangle=z^2\). As before, a non-negative variance gives an upper bound, and convexity gives a lower one:

\[
\langle n\rangle\big(\langle n\rangle+m\big)\le z^2\le
\langle n\rangle\big(\langle n\rangle+m+1\big).
\]

Divide by \(L^2\) and let \(L\) grow at fixed \(\delta=m/L\). The extra term \(\langle n\rangle/L^2\) vanishes, leaving

\[
\rho_L(\rho_L+\delta)=\rho_R\rho_L=\frac{\Gamma}{2v} .
\]

Nucleation and step speed thus fix the product of the densities; the tilt fixes their difference. The positive root of the quadratic equation is

\[
\rho_L=\frac{-\delta+\sqrt{\delta^2+4\Gamma/(2v)}}2 .
\]

For \(\delta=0\) this returns \(\sqrt{\Gamma/(2v)}\). For \(\delta=0.1\), with \(\Gamma\) and \(v\) unchanged,

\[
\rho_L=\frac{-0.1+\sqrt{0.01+0.04}}2=0.0618,
\qquad
\rho_R=0.0618+0.1=0.1618 .
\]

Their product is \(0.0100\), as required. Their sum is \(0.2236\), so this tilted surface grows at \(0.2236\) layers per unit time, faster than the untilted one. On a finite ring, cancelling one factor \(n\) and setting \(n=j+1\), as in part 3, gives the mean

\[
\langle n\rangle=z\,\frac{I_{m+1}(2z)}{I_m(2z)} .
\]

For a ring of length 100 with 10 extra right-moving steps, \(z=10\) and \(m=10\). This formula gives \(\rho_L=\langle n\rangle/L=0.0598\), and the simulation gives \(0.0603\).

The part 2 argument for uniqueness does not carry over unchanged, since the extra steps survive a quiet interval, at positions that still depend on the starting state. For the tilted ring, the derivation shows that the state is steady, and the simulation supports it for one starting arrangement.

### Reading the simulated numbers

A fourth run had \(\Gamma=0.08\), \(v=2\) and \(L=50\). The long-line density is then \(\sqrt{0.08/4}=0.1414\). The ring formula gives \(0.1363\) and the simulation \(0.1373\).

All four simulated densities lie above their ring formulas, by 0.4% to 0.8% of the formula values. For the two runs with a stated standard error, the excess is 1.1 and 0.9 standard errors. If the errors are independent and equally likely to have either sign, four of the same sign occur with probability \(2\times(1/2)^4=1/8\). The runs therefore support the formulas at the level of about one per cent and do not settle smaller differences.

### Relation to a real crystal edge

A natural real counterpart is the edge of an atomic layer that advances by adding rows of atoms. The steps of the model are then kinks in the edge, and the length unit can be taken as one atomic spacing. The result \(\rho=0.1\) means one kink of each sign per ten sites. The chosen ratio \(\Gamma/v=0.02\) per squared spacing is large for an edge on which nucleation is the rare process; a ratio of \(2\times10^{-6}\) would give \(\rho=0.001\). Real kinks advance by random attachment and detachment, and neighbouring kinks may compete for the same atoms, so a constant speed is an idealization. A real edge also carries kinks created by thermal motion, even when it does not grow, and the model leaves these out. Their density per site, counted for each sign separately, is roughly \(e^{-E/(k_BT)}\), where \(E\) is the energy of one kink, \(k_B\) is Boltzmann's constant and \(T\) is the temperature. It equals \(0.001\) when \(E\) is about \(7k_BT\). Where the thermal density is not much smaller than \(\rho\), the derivation given here does not by itself justify using the formula for a real edge. If the only effect were to halve the speed of every kink at fixed \(\Gamma\), the density would rise by the factor \(\sqrt2\), to \(0.14\). The model also gives a new row zero width, whereas a real one starts at least one atom wide. At a kink spacing of ten sites this may matter at roughly the ten per cent level, an estimate from the ratio of the two lengths and not a derived correction.

The numerical output lists the values for all the rings considered here.

## Numbers as computed

```
Units: model length, model time, layers
nucleation rate = 0.02 per length per time
speed of one step = 1.0 length/time
closing speed = 2.0 length/time
squared density = 0.0100 per length^2
density of each sign = 0.1000 per length
total step density = 0.2000 per length
mean spacing of like steps = 10.00 length
growth rate = 0.2000 layers/time
time per layer = 5.00 time
Ring of length 100, zero tilt
density, simulated = 0.09784 per length
its standard error = 0.00033 per length
density, ring formula = 0.09747 per length
<n^2>/L^2, simulated = 0.01007 per length^2
close pairs, approaching = 0.01008 per length^2
close pairs, separating = 0.01008 per length^2
growth, simulated = 0.1957 layers/time
growth, ring formula = 0.1949 layers/time
Ring of length 20, zero tilt
density, simulated = 0.08671 per length
its standard error = 0.00040 per length
density, ring formula = 0.08635 per length
P(n=0): simulated 0.0892, formula 0.0885
P(n=1): simulated 0.3525, formula 0.3539
P(n=2): simulated 0.3500, formula 0.3539
P(n=3): simulated 0.1599, formula 0.1573
P(n=4): simulated 0.0412, formula 0.0393
Ring of length 10000, zero tilt
ring density / long-line density = 0.999750
Ring of length 50, other parameters
nucleation rate = 0.08 per length per time
speed of one step = 2.0 length/time
long-line density = 0.14142 per length
density, simulated = 0.13732 per length
density, ring formula = 0.13633 per length
Tilted ring of length 100, 10 extra right-movers
left-movers, simulated = 0.06027 per length
left-movers, ring formula = 0.05980 per length
mean product, simulated = 0.01011 per length^2
left-movers, long line = 0.06180 per length
right-movers, long line = 0.16180 per length
Emptying without nucleation, ring of length 100
longest time in 500 trials = 49.99 time
upper bound = 50.00 time
```
